# Michel-Wightman limit of the polarized Dirac density matrix, part 1

(Sections cited here and not found follow in the second part.)

## Part A. The density matrix and its high-energy limit

### A.1 Result

A free electron has mass $m$, energy $E$, momentum $\mathbf p$ with unit vector $\hat{\mathbf p}$, and polarization vector $\boldsymbol\zeta$ in its rest frame, with $|\boldsymbol\zeta|\le 1$. Define

$$\lambda=\boldsymbol\zeta\cdot\hat{\mathbf p},\qquad s_T=(0,\boldsymbol\zeta_T),\qquad \boldsymbol\zeta_T=\boldsymbol\zeta-\lambda\hat{\mathbf p},\qquad k=E(1,\hat{\mathbf p}).$$

When $m/E\to0$ at fixed $\boldsymbol\zeta$ and fixed direction, the density matrix tends to the Michel-Wightman form

$$\boxed{\;\rho=\tfrac12(\not p+m)(1+\gamma_5\not s)\;\longrightarrow\;\rho_0=\tfrac12\not k\,(1-\lambda\gamma_5+\gamma_5\not s_T)\;}\tag{A1}$$

For a positron with physical polarization $\boldsymbol\zeta$ the limit is

$$\bar\rho=\tfrac12(\not p-m)(1+\gamma_5\not s)\;\longrightarrow\;\tfrac12\not k\,(1+\lambda\gamma_5+\gamma_5\not s_T).\tag{A2}$$

Both matrices grow like $E$, so the limit is a statement about $\rho/E$. The error relative to $\rho_0$, measured in the Frobenius norm, is $m/(\sqrt2E)$ to leading order for every polarization.

The longitudinal part contains a single chirality projector when $|\lambda|=1$. With $P_{R,L}=\tfrac12(1\pm\gamma_5)$,

$$\tfrac12\not k(1-\lambda\gamma_5)=\tfrac12\not k\,[(1+\lambda)P_L+(1-\lambda)P_R].\tag{A3}$$

For $\lambda=+1$ this is $\not kP_L=P_R\not k$. The spinor on the left is right-handed, as positive helicity requires; $P_L$ appears on the right because it acts on the adjoint spinor. For $|\lambda|<1$ both projectors occur, with weights $1+\lambda$ and $1-\lambda$, which are equal only for $\lambda=0$.

### A.2 Conventions and the massive density matrix

Units are $\hbar=c=1$ and the metric is $(+,-,-,-)$. The slash means $\not a=a_\mu\gamma^\mu$, so that $\not a\not b+\not b\not a=2a\cdot b$. The matrix $\gamma_5=i\gamma^0\gamma^1\gamma^2\gamma^3$ anticommutes with each $\gamma^\mu$ and squares to one. Spinors are normalized to $\bar uu=2m$. Explicit matrices are in the chiral representation,

$$\gamma^0=\begin{pmatrix}0&1\\1&0\end{pmatrix},\quad \gamma^i=\begin{pmatrix}0&\sigma_i\\-\sigma_i&0\end{pmatrix},\quad \gamma_5=\begin{pmatrix}-1&0\\0&1\end{pmatrix}.$$

In the rest frame the spin state is the $2\times2$ matrix $D=\tfrac12(1+\boldsymbol\zeta\cdot\boldsymbol\sigma)$. It has unit trace and describes pure states, $|\boldsymbol\zeta|=1$, as well as mixtures. A rest spinor is $\sqrt m\,(\xi,\xi)$, so

$$\rho_{\rm rest}=m\begin{pmatrix}D&D\\D&D\end{pmatrix}\gamma^0=m\begin{pmatrix}D&D\\D&D\end{pmatrix},$$

because $\gamma^0$ on the right merely exchanges equal columns. For the four-vector $s_{\rm rest}=(0,\boldsymbol\zeta)$ we have $\not s_{\rm rest}=-\boldsymbol\zeta\cdot\boldsymbol\gamma$ and therefore

$$\gamma_5\not s_{\rm rest}=\begin{pmatrix}0&\boldsymbol\zeta\cdot\boldsymbol\sigma\\ \boldsymbol\zeta\cdot\boldsymbol\sigma&0\end{pmatrix}.\tag{A4}$$

Multiplying by $1+\gamma^0$, whose four blocks are all unity, gives

$$\rho_{\rm rest}=\tfrac12(m\gamma^0+m)(1+\gamma_5\not s_{\rm rest}).$$

This has to be boosted. Write $g=\boldsymbol\gamma\cdot\hat{\mathbf p}$, so $g^2=-1$, and let $\cosh\eta=E/m$, $\sinh\eta=|\mathbf p|/m$. The boost matrix is $S=\exp(\tfrac12\eta\gamma^0g)$. Since $(\gamma^0g)^2=1$,

$$S^2=\cosh\eta+\gamma^0g\sinh\eta.$$

Both $\gamma^0$ and $g$ anticommute with $\gamma^0g$, so moving $S^{-1}$ to the left through either one turns it into $S$:

$$S\gamma^0S^{-1}=S^2\gamma^0=\gamma^0\cosh\eta-g\sinh\eta,$$

$$S(-g)S^{-1}=-S^2g=\gamma^0\sinh\eta-g\cosh\eta.$$

The right-hand sides are the slashes of $(\cosh\eta,\hat{\mathbf p}\sinh\eta)$ and $(\sinh\eta,\hat{\mathbf p}\cosh\eta)$. These are the boosted images of the time direction and of $(0,\hat{\mathbf p})$. Transverse gamma matrices commute with $\gamma^0g$ and are unchanged. Hence $S\not aS^{-1}$ is the slash of the boosted vector.

The matrix $S$ is Hermitian and $\gamma^0S\gamma^0=S^{-1}$, so $\bar u$ transforms to $\bar uS^{-1}$ and $\rho$ to $S\rho S^{-1}$. Since $S$ contains an even number of gamma matrices, it commutes with $\gamma_5$. The result is

$$\rho=\tfrac12(\not p+m)(1+\gamma_5\not s).\tag{A5}$$

The boosted spin vector has the components

$$s^0=\frac{\mathbf p\cdot\boldsymbol\zeta}{m},\qquad \mathbf s=\boldsymbol\zeta+\frac{\mathbf p(\mathbf p\cdot\boldsymbol\zeta)}{m(E+m)}.\tag{A6}$$

The second formula follows from $\mathbf s=\boldsymbol\zeta+(\cosh\eta-1)\lambda\hat{\mathbf p}$ and $E-m=\mathbf p^2/(E+m)$. Because a boost preserves scalar products, $p\cdot s=0$ and $s^2=-|\boldsymbol\zeta|^2$. The factor $\tfrac12$ in (A5) belongs to a state of unit total weight. Adding the matrices for two opposite pure spins gives the usual spin sum $\not p+m$.

### A.3 Isolating the divergent part of the spin vector

In (A6) the longitudinal components are $s^0=\lambda|\mathbf p|/m$ and $\mathbf s\cdot\hat{\mathbf p}=\lambda E/m$. They diverge for $\lambda\ne0$, so setting $m=0$ inside (A5) is not allowed. The divergence must first be cancelled algebraically.

Introduce the null vector $n=(1,-\hat{\mathbf p})$, for which $n\cdot p=E+|\mathbf p|$. Subtracting the unit longitudinal spin vector from $p/m$ gives

$$\frac pm-\frac{(|\mathbf p|,E\hat{\mathbf p})}{m}=\frac{E-|\mathbf p|}{m}\,(1,-\hat{\mathbf p})=\frac{m}{n\cdot p}\,n.$$

The last step uses $(E-|\mathbf p|)(E+|\mathbf p|)=m^2$. It follows that, for any $m>0$ and $\mathbf p\ne0$,

$$s=\lambda\left(\frac pm-\frac{m}{n\cdot p}\,n\right)+s_T.\tag{A7}$$

The part that diverges is parallel to $p$. Its effect in the density matrix is fixed by the mass-shell relation $\not p\not p=m^2$:

$$(\not p+m)\gamma_5\frac{\not p}{m}=\gamma_5\frac{(-\not p+m)\not p}{m}=\gamma_5(\not p-m)=-(\not p+m)\gamma_5.\tag{A8}$$

The first equality moves $\gamma_5$ through $\not p$; the last moves it back. The factor $1/m$ has disappeared. The physical content is that the large component of the spin vector points along the momentum, where the Dirac projector reduces it to a finite chirality matrix.

### A.4 Expansion without approximation

Inserting (A7) into (A5) and using (A8) gives

$$2\rho=(\not p+m)(1-\lambda\gamma_5+\gamma_5\not s_T)-\frac{\lambda m}{n\cdot p}(\not p+m)\gamma_5\not n.\tag{A9}$$

The last term still contains a piece of order $m$, since $\not p$ is of order $E$ and $n\cdot p$ is of order $E$ too. To expose it, use $\not p\gamma_5\not n=-\gamma_5\not p\not n$ and $\not p\not n=n\cdot p+\tfrac12[\not p,\not n]$:

$$-\frac{\lambda m}{n\cdot p}\not p\gamma_5\not n=\lambda m\gamma_5+\lambda m\gamma_5\frac{[\not p,\not n]}{2n\cdot p}.$$

The first term cancels $-\lambda m\gamma_5$ from the product in (A9). For the second, $\not p=E\gamma^0-|\mathbf p|g$ and $\not n=\gamma^0+g$, so

$$[\not p,\not n]=E[\gamma^0,g]-|\mathbf p|[g,\gamma^0]=(E+|\mathbf p|)[\gamma^0,g]=2(n\cdot p)\gamma^0g.$$

In the chiral representation $\gamma_5\gamma^0g$ is block diagonal with $\boldsymbol\sigma\cdot\hat{\mathbf p}$ in both blocks. It is the spin matrix $\boldsymbol\Sigma\cdot\hat{\mathbf p}$. Collecting terms,

$$\rho=\tfrac12\not p(1-\lambda\gamma_5+\gamma_5\not s_T)+\tfrac m2\left[1+\lambda\boldsymbol\Sigma\cdot\hat{\mathbf p}+\gamma_5\not s_T\right]-\frac{\lambda m^2}{2n\cdot p}\gamma_5\not n.\tag{A10}$$

No approximation has been made. The remaining replacement is that of $p$ by the null vector $k$ of the same energy:

$$\not p-\not k=(E-|\mathbf p|)g=\frac{m^2}{E+|\mathbf p|}\,g.\tag{A11}$$

This difference is of order $m^2/E$, and so is the last term of (A10). The square bracket is of order $m$. Dividing by $E$ and letting $m/E\to0$ proves (A1).

The transverse term survives because $\boldsymbol\zeta_T$ is unchanged by a boost along $\mathbf p$ and is multiplied by $\not p$, which is of order $E$. That $s_T$ stays finite while the longitudinal spin components diverge does not make it negligible: after (A8), both contributions to $\rho$ are of order $E$.

### A.5 Size of the error

The Frobenius norm is $\|A\|^2={\rm Tr}\,A^\dagger A$. The leading error is the bracket in (A10) times $m/2$. Its three matrices are Hermitian, with squares $1$, $\lambda^2$ and $|\boldsymbol\zeta_T|^2$ times the unit matrix; for the third this follows from the form (A4). The cross traces vanish. Indeed, $\boldsymbol\Sigma\cdot\hat{\mathbf p}$ is traceless, while $\gamma_5\not s_T$ and its product with $\boldsymbol\Sigma\cdot\hat{\mathbf p}$ have no diagonal blocks. Thus

$$\|\rho-\rho_0\|^2\simeq\frac{m^2}{4}\,4(1+\lambda^2+|\boldsymbol\zeta_T|^2)=m^2(1+|\boldsymbol\zeta|^2).$$

The norm of $\rho_0$ can be found from its eigenvalues. Let $B$ be the $4\times2$ matrix whose columns are the boosted spinors. From $S$ and the rest spinors,

$$B=\begin{pmatrix}\sqrt{E-\mathbf p\cdot\boldsymbol\sigma}\\ \sqrt{E+\mathbf p\cdot\boldsymbol\sigma}\end{pmatrix},\qquad \rho\gamma^0=BDB^\dagger,\tag{A12}$$

where positive square roots are meant. To see this, note that the upper block of $S^2$ is $(E-\mathbf p\cdot\boldsymbol\sigma)/m$ and the lower block is $(E+\mathbf p\cdot\boldsymbol\sigma)/m$. It follows that

$$B^\dagger B=(E-\mathbf p\cdot\boldsymbol\sigma)+(E+\mathbf p\cdot\boldsymbol\sigma)=2E.$$

The matrix $B/\sqrt{2E}$ therefore preserves lengths. The nonzero eigenvalues of $\rho\gamma^0$ are $2E$ times those of $D$, namely $E(1\pm|\boldsymbol\zeta|)$, with zero replacing the lower one for a pure state. This holds for every mass, including the limit. Since multiplication by the unitary matrix $\gamma^0$ does not change the norm,

$$\|\rho_0\|^2=E^2[(1+|\boldsymbol\zeta|)^2+(1-|\boldsymbol\zeta|)^2]=2E^2(1+|\boldsymbol\zeta|^2).$$

The polarization cancels in the ratio:

$$\frac{\|\rho-\rho_0\|}{\|\rho_0\|}=\frac{m}{\sqrt2E}\left[1+O\!\left(\frac{m^2}{E^2}\right)\right].\tag{A13}$$

There is no correction linear in $m/E$. Each cross trace between the order-$m$ terms and the order-$m^2/E$ terms contains either an odd number of gamma matrices or a single unpaired transverse one, and vanishes.

### A.6 An electron from 5 to 5000 MeV

Take $\boldsymbol\zeta=(0.48,0,0.64)$ and momentum along $z$. Then $|\boldsymbol\zeta|=0.80$, $\lambda=0.64$ and $|\boldsymbol\zeta_T|=0.48$. With the electron mass $0.510999$ MeV, the spin vector and the relative error are as follows.

| $E$ (MeV) | $s^0$ | $s^x$ | error of $\rho_0$ |
|---:|---:|---:|---:|
| 5 | 6.23 | 0.48 | $7.24\times10^{-2}$ |
| 50 | 62.6 | 0.48 | $7.23\times10^{-3}$ |
| 500 | 626 | 0.48 | $7.23\times10^{-4}$ |
| 5000 | 6262 | 0.48 | $7.23\times10^{-5}$ |

The time component grows in proportion to the energy to the accuracy shown at high energy, while the density matrix approaches its finite limit after division by $E$. At 5 MeV, $m/E=0.1022$, so (A13) gives $0.1022/\sqrt2=0.0723$; the computed error is $0.0724$. The numerical check builds the density matrix from boosted spinors and compares it with (A5), (A10) and the limit.

### A.7 The positron

The positron spinor with physical spin $\boldsymbol\zeta$ is $v=C\bar u^T$, where $u$ is the electron spinor with the same momentum and spin. This is what charge conjugation means: it exchanges particle and antiparticle without changing momentum or spin. The matrix $C=i\gamma^2\gamma^0$ satisfies

$$C\gamma^{\mu T}C^{-1}=-\gamma^\mu,\qquad C\gamma_5^TC^{-1}=\gamma_5.$$

The second relation follows from the first: four minus signs multiply to one, and reversing four different gamma matrices takes an even permutation.

In this representation $C^\dagger=C^{-1}$ and $\gamma^{0T}=\gamma^0$. The adjoint spinor is then

$$\bar v=u^T\gamma^0C^{-1}\gamma^0=-u^TC^{-1},$$

since $\gamma^0C^{-1}=-C^{-1}\gamma^0$. Therefore $v\bar v=-C(u\bar u)^TC^{-1}$. By linearity the same relation holds for mixtures. Transposition reverses the factors of (A5), so

$$\bar\rho=-\tfrac12(1-\not s\gamma_5)(-\not p+m)=\tfrac12(1+\gamma_5\not s)(\not p-m).$$

Because $p\cdot s=0$, the matrices $\not p$ and $\gamma_5\not s$ commute: two sign changes occur, one from $\gamma_5$ and one from $\not s$. This yields the massive form in (A2). The divergent part now gives

$$(\not p-m)\gamma_5\frac{\not p}{m}=-\gamma_5\frac{(\not p+m)\not p}{m}=-\gamma_5(m+\not p)=(\not p-m)\gamma_5.\tag{A14}$$

The sign is opposite to that in (A8), which explains the change of sign of $\lambda$ in (A2). Repeating the steps after (A9) gives, through first order in the mass,

$$\bar\rho=\tfrac12\not k(1+\lambda\gamma_5+\gamma_5\not s_T)-\tfrac m2\left[1-\lambda\boldsymbol\Sigma\cdot\hat{\mathbf p}+\gamma_5\not s_T\right]+O(m^2/E).\tag{A15}$$

The norm of this correction equals that for the electron, so (A13) applies to the positron as well.

## Part B. Meaning, use and limits of the form

### B.1 Symbols and results carried over

The electron has energy $E$, mass $m$, rest polarization $\boldsymbol\zeta$, helicity component $\lambda=\boldsymbol\zeta\cdot\hat{\mathbf p}$ and transverse spin $s_T=(0,\boldsymbol\zeta_T)$. The null momentum is $k=E(1,\hat{\mathbf p})$. Its massive density matrix is $\rho=\tfrac12(\not p+m)(1+\gamma_5\not s)$, with

$$s=\lambda\left(\frac pm-\frac m{n\cdot p}n\right)+s_T,\qquad n=(1,-\hat{\mathbf p}).$$

The high-energy forms for electron and positron are

$$\rho_0=\tfrac12\not k(1-\lambda\gamma_5+\gamma_5\not s_T),\qquad \bar\rho_0=\tfrac12\not k'(1+\lambda'\gamma_5+\gamma_5\not s'_T).\tag{B1}$$

Primes denote the positron. Part A also gave $\rho\gamma^0=BDB^\dagger$, where $D=\tfrac12(1+\boldsymbol\zeta\cdot\boldsymbol\sigma)$ and the two blocks of $B$ are the positive square roots of $E\mp\mathbf p\cdot\boldsymbol\sigma$.

### B.2 Populations and coherence

For $m=0$ the blocks of $B$ become $\sqrt{2E}\,\Pi_-$ and $\sqrt{2E}\,\Pi_+$, where $\Pi_\pm=\tfrac12(1\pm\boldsymbol\sigma\cdot\hat{\mathbf p})$ project on the two helicities. With $\hat{\mathbf p}$ along $z$, two of the four spinor components are then nonzero: the left-handed component with spin down and the right-handed component with spin up. In that order the nonzero block is

$$\rho_0\gamma^0\;\to\;E\begin{pmatrix}1-\lambda&\zeta_x+i\zeta_y\\ \zeta_x-i\zeta_y&1+\lambda\end{pmatrix}.\tag{B2}$$

The diagonal holds the helicity populations and the off-diagonal elements hold their coherence. A pure state with helicity amplitudes $a_+$ and $a_-$ has $D=aa^\dagger$, and hence

$$\lambda=|a_+|^2-|a_-|^2,\qquad \zeta_x+i\zeta_y=2a_-a_+^*.$$

Transverse polarization is thus a fixed relative phase between opposite helicities. It can be present in a massless particle even though neither helicity state by itself has a transverse polarization.

For the electron of section A.6, (B2) is $E$ times a matrix with diagonal $0.36$, $1.64$ and off-diagonal element $0.48$. Its trace is $2$ and its determinant is $0.36\times1.64-0.48^2=0.36$, so the eigenvalues divided by $E$ are $0.2$ and $1.8$. These agree with $1\pm|\boldsymbol\zeta|$ and with the computed eigenvalues.

We have derived the high-energy density matrices for electrons and positrons, with a relative error of $m/(\sqrt2E)$ to leading order, and shown that transverse polarization is coherence between opposite helicities. It remains to see which currents retain the transverse spin, how the form behaves under a change of frame, what it gives for muon-pair production with polarized beams, and when mass corrections must be kept.
